# Why a vibrational threshold can lower the conductance of a single level

**Q.** A molecule sits between two leads. When the bias reaches one vibrational quantum, electrons can cross by emitting that quantum, which they could not do before. A new path has opened beside the old one, so the conductance must step up. What could be wrong with that?

**A.** The sum is wrong, because the old path does not stay as it was. Let us calculate both parts.

Take one spin-degenerate level at energy $\varepsilon$ from the Fermi energy, without Coulomb repulsion. Each lead has a wide band and broadens the level by $\Gamma_L=\Gamma_R=\Gamma/2$. The vibration has quantum $\omega$, written as an energy, and couples through $\lambda(b+b^\dagger)n$, where $n$ is the electron number on the level. I work to order $\lambda^2$, with electrons at zero temperature and the vibration held in its ground state by damping from outside. The bias is symmetric, $\mu_{L,R}=\pm eV/2$. Without the vibration,

$$G(E)=\frac{1}{E-\varepsilon+i\Gamma/2},\qquad A=-2\,\mathrm{Im}\,G=\Gamma|G|^2,\qquad T=\frac{\Gamma^2}{4}|G|^2 .$$

The level is filled to $\bar f=(f_L+f_R)/2$: 1 below $\mu_R$, one half between the chemical potentials, 0 above $\mu_L$.

**Q.** And how does the vibration enter?

**A.** As two rates. An electron at $E$ can emit a quantum and drop to an empty state at $E-\omega$. The golden rule gives the width $2\pi\lambda^2$ times the density of empty states, and the density of states is $A/2\pi$. Likewise, electrons drop into $E$ from filled states at $E+\omega$:

$$\sigma_{out}(E)=\lambda^2A(E-\omega)[1-\bar f(E-\omega)],\qquad \sigma_{in}(E)=\lambda^2A(E+\omega)\bar f(E+\omega).$$

With the corrected Green function $\mathcal G$, the level's spectral density is $|\mathcal G|^2(\Gamma+\sigma_{in}+\sigma_{out})$ and its filled part is $|\mathcal G|^2(\Gamma_Lf_L+\Gamma_Rf_R+\sigma_{in})$. The left lead feeds the level in proportion to $f_L$ times the first and takes back the second. Subtracting, the terms $\Gamma_L^2f_L$ cancel, and

$$I=\frac{2e}{h}\int dE\,\Big\{\Gamma_L\Gamma_R|\mathcal G|^2(f_L-f_R)+\Gamma_L|\mathcal G|^2\big[f_L\sigma_{out}-(1-f_L)\sigma_{in}\big]\Big\}.$$

The first term is elastic, the second inelastic.

**Q.** The second term is my new path. Surely it is positive?

**A.** It is. The $\sigma_{in}$ piece needs $E>\mu_L$ and a filled state higher still, so it vanishes. The $\sigma_{out}$ piece needs $E<\mu_L$ and $E-\omega>\mu_R$, a strip of width $eV-\omega$ in which $1-\bar f(E-\omega)=1/2$. Its integrand is

$$\frac{\Gamma}{2}|G(E)|^2\cdot\frac{\lambda^2}{2}\Gamma|G(E-\omega)|^2=\frac{\Gamma^2\lambda^2}{4}|G(E)|^2|G(E-\omega)|^2 .$$

At threshold the strip shrinks to $E=\mu_L$, $E-\omega=\mu_R$. Let subscripts $L,R$ mark values at these two energies. Since the strip grows one for one with $eV$, and $|G|^2=4T/\Gamma^2$, the step in $dI/dV$ in units of $G_0=2e^2/h$ is

$$\Delta_{in}=\frac{\Gamma^2\lambda^2}{4}|G_L|^2|G_R|^2=4\Big(\frac{\lambda}{\Gamma}\Big)^2T_LT_R>0 .$$

**Q.** That is what I expected. Why should the elastic current care?

**A.** An electron can also emit and reabsorb the quantum, returning to its first energy. That amplitude interferes with direct passage. To this order $\mathcal G=G+G^2\Sigma$, so

$$\delta|\mathcal G|^2=2\,\mathrm{Re}(G^*G^2\Sigma)=2|G|^2(\mathrm{Re}\,G\,\mathrm{Re}\,\Sigma-\mathrm{Im}\,G\,\mathrm{Im}\,\Sigma).$$

Here $\mathrm{Im}\,G=-\Gamma|G|^2/2$ and $\mathrm{Im}\,\Sigma=-(\sigma_{in}+\sigma_{out})/2$. The second product therefore gives

$$-\frac{\Gamma}{2}|G|^4(\sigma_{in}+\sigma_{out}).$$

Below threshold both rates vanish throughout the bias window, because the states at $E-\omega$ are all filled and those at $E+\omega$ are all empty. Above it, two strips of width $eV-\omega$ open. At the top edge $\sigma_{out}=\lambda^2A(E-\omega)/2$, and at the bottom edge $\sigma_{in}=\lambda^2A(E+\omega)/2$. With the prefactor $\Gamma_L\Gamma_R=\Gamma^2/4$,

$$\Delta_{el}=-\frac{\Gamma^2}{4}\,\frac{\Gamma}{2}\,\frac{\lambda^2}{2}\Big[|G_L|^4\,\Gamma|G_R|^2+|G_R|^4\,\Gamma|G_L|^2\Big].$$

Taking out $\Delta_{in}$ leaves $\Gamma^2(|G_L|^2+|G_R|^2)/4=T_L+T_R$. Hence $\Delta_{el}=-\Delta_{in}(T_L+T_R)$, and

$$\boxed{\frac{\Delta G}{G_0}=4\Big(\frac{\lambda}{\Gamma}\Big)^2T_LT_R\,(1-T_L-T_R)}$$

**Q.** So the sign depends on how well the junction already conducts?

**A.** Yes. For $\omega\ll\Gamma$ both transmissions equal $T$, and the step is $4(\lambda/\Gamma)^2T^2(1-2T)$: up below one half, down above it. The derivative of $T^2(1-2T)$ is $2T(1-3T)$, so the largest rise is at $T=1/3$, where the function is $1/27$. At $T=1$ it is $-1$. At fixed $\lambda$ and $\Gamma$, the largest drop is 27 times the largest rise.

**Q.** You kept only the imaginary part of $\Sigma$. Could the real part spoil the crossing?

**A.** It adds a logarithm, not a step. The real part is

$$\mathrm{Re}\,\Sigma(E)=\mathrm{P}\!\!\int\frac{dE'}{2\pi}\,\frac{\sigma_{in}(E')+\sigma_{out}(E')}{E-E'} .$$

The rates jump up by $\lambda^2A_R/2$ at $\mu_R+\omega$ and down by $\lambda^2A_L/2$ at $\mu_L-\omega$. An upward jump $s$ at $a$ contributes $(s/2\pi)\ln|E-a|$. At threshold these points meet the window's edges, so differentiating the elastic current gives $C\ln|eV-\omega|$. With $x=\mu-\varepsilon$ and $\mathrm{Re}\,G=x|G|^2$,

$$C=\frac{\Gamma^3\lambda^2}{8\pi}|G_L|^2|G_R|^2\big(x_L|G_L|^2-x_R|G_R|^2\big).$$

Since $|G|^{-2}=x^2+\Gamma^2/4$ and $x_L-x_R=\omega$, the bracket equals $|G_L|^2|G_R|^2\,\omega(\Gamma^2/4-x_Lx_R)$. The logarithm is thus weaker than the inelastic step by a factor of order $\omega/\Gamma$. It is even about threshold, so it cancels when conductances at equal distances above and below are subtracted.

For the step,

$$1-T_L-T_R=\frac{x_L^2x_R^2-\Gamma^4/16}{(x_L^2+\Gamma^2/4)(x_R^2+\Gamma^2/4)} .$$

Both vanish at $x_Lx_R=\Gamma^2/4$. Symmetric bias has $x_Lx_R=\varepsilon^2-\omega^2/4$, so this means $\varepsilon^2=(\Gamma^2+\omega^2)/4$. The zero-bias transmission there is

$$T_0=\frac{\Gamma^2/4}{\varepsilon^2+\Gamma^2/4}=\frac{1/2}{1+\omega^2/2\Gamma^2}.$$

For $\omega>\Gamma$ the step has a second zero at $x_Lx_R=-\Gamma^2/4$, that is $\varepsilon^2=(\omega^2-\Gamma^2)/4$, where the logarithm does not vanish; the step is then upward even at $\varepsilon=0$.

The self-energy also has a Hartree part, a level shift $-2\lambda^2N/\omega$, where $N$ is the mean electron number. At this order $N$ varies smoothly with bias, so it gives no step. I include its zero-bias value in $\varepsilon$.

**Q.** Put in numbers.

**A.** I choose $\omega=50$ meV, $\Gamma=1$ eV and $\lambda=50$ meV, so $4(\lambda/\Gamma)^2=0.0100$. These stay fixed while $\varepsilon$ sets the zero-bias transmission $T_0$. Steps are in $10^{-3}G_0$.

| $T_0$ | $T_L,\;T_R$ | inelastic | elastic | total |
|---|---|---|---|---|
| 0.20 | 0.208, 0.192 | 0.400 | −0.160 | 0.240 |
| 0.50 | 0.526, 0.476 | 2.500 | −2.503 | −0.003 |
| 0.95 | 0.969, 0.928 | 8.99 | −17.04 | −8.06 |

In the last row, $10.0\times0.969\times0.928=8.99$, and $1-0.969-0.928=-0.897$ turns this into $-8.06$. That is $-0.62\ \mu$S, or $-0.85\%$ of the bare conductance. Your new path is largest in this junction, yet the conductance falls.

The middle row is slightly negative because the crossing at this $\omega$ is at $T_0=0.4994$. Integrating the currents numerically from the self-energy and differentiating them gives the same totals, as the numerical output shows.

**Q.** Where does "one half" stop being the right number?

**A.** First, with unequal couplings. Then $\bar f=(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma$, so the factors one half become $\Gamma_R/\Gamma$ in the top strip and $\Gamma_L/\Gamma$ in the bottom one. For $\omega\ll\Gamma$ the inelastic step is $\Gamma_L\Gamma_R\lambda^2|G|^4$. The two elastic strips add to

$$-\Gamma_L\Gamma_R\frac{\Gamma}{2}|G|^4\lambda^2\,\Gamma|G|^2\,\frac{\Gamma_R+\Gamma_L}{\Gamma}=-\Gamma_L\Gamma_R\lambda^2|G|^4\cdot\frac{\Gamma^2}{2}|G|^2 .$$

The largest possible transmission is $T_{max}=4\Gamma_L\Gamma_R/\Gamma^2$, and $\Gamma^2|G|^2/4=T/T_{max}$. The total is therefore the inelastic step times $1-2T/T_{max}$. For couplings split 80 to 20, $T_{max}=0.64$ and the sign changes at 0.32. The logarithm, however, is no longer reduced by $\omega/\Gamma$. At this crossing, with the example's $\omega$ and $\Gamma$, its size 2 meV from threshold, measured from the scale $\omega$, is about 0.6 of the inelastic step. It appears as a dip for one polarity and a peak for the other, and must be subtracted before the sign of the step can be read.

Second, when the level follows one lead. If it stays fixed relative to $\mu_L$, then $x_L=-\varepsilon$ and $x_R=-\varepsilon-\omega$, and the crossing condition is $\varepsilon(\varepsilon+\omega)=\Gamma^2/4$. To first order $\varepsilon=\pm\Gamma/2-\omega/2$, which gives $T_0=\tfrac12(1\pm\omega/\Gamma)$. In the example, with $eV>0$, this is 0.525 for a level above the Fermi energy and 0.475 for one below. Reversing the bias swaps the two values.

**Q.** You also held the vibration in its ground state. What if nothing outside damps it?

**A.** Then the current heats it, and the crossing moves up. Take $\omega\ll\Gamma$ and equal couplings. Just above threshold, emission needs a half-filled state and a half-empty one, so its rate is proportional to $\tfrac12\cdot\tfrac12(eV-\omega)$. Absorption minus emission is proportional to $\int[\bar f(E-\omega)-\bar f(E)]\,dE=\omega$, with the same constant. Balance gives the mean number of quanta

$$n=\frac{eV-\omega}{4\omega}.$$

The vibration is slow compared with $\hbar/\Gamma$, so electrons see a fluctuating level. Since $\langle(b+b^\dagger)^2\rangle=2n+1$, heating adds $2n\lambda^2$ to the variance of its energy. The mean transmission then changes by half this variance times $T''(\varepsilon)$, and the extra current is $(2e/h)\,n\lambda^2T''\,eV$. At threshold the slope of $n\,eV$ jumps from 0 to $\omega/(4\omega)=1/4$, so the extra step is $\lambda^2T''/4$. Differentiating $T=g^2/(\varepsilon^2+g^2)$ with $g=\Gamma/2$,

$$T''=\frac{g^2(6\varepsilon^2-2g^2)}{(\varepsilon^2+g^2)^3}=\frac{T^2}{g^2}\big[6(1-T)-2T\big]=\frac{4T^2}{\Gamma^2}(6-8T).$$

Adding the two steps,

$$\frac{\Delta G}{G_0}=\Big(\frac{\lambda}{\Gamma}\Big)^2T^2\big[(4-8T)+(6-8T)\big]=\Big(\frac{\lambda}{\Gamma}\Big)^2T^2(10-16T).$$

The sign now changes at $5/8$. The full integrals at $\omega=50$ meV put it at 0.623. Outside damping as strong as the electronic damping lowers it only to about 0.58, and ten times as strong to about 0.52.

**Q.** Would a real junction show so clean a step?

**A.** The parameters are meant for the rough regime of a small molecule between platinum contacts at liquid-helium temperature. Vibrational quanta of tens of meV are reasonable there, and a hydrogen molecule between such contacts conducts roughly one $G_0$. That molecule only sets the scale: its quanta of tens of meV belong to motions of the molecule as a whole, which this model of a shifting level does not describe. I chose $\Gamma$ and $\lambda$ as round numbers; they are not measured values.

Temperature rounds the step. For a flat band,

$$\int f_a(E)[1-f_b(E-\omega)]\,dE=h(\mu_a-\mu_b-\omega),\qquad h(y)=\frac{y}{1-e^{-y/kT_e}},$$

where $T_e$ is the electron temperature. The threshold current then follows $h(eV-\omega)$ in place of a sharp kink. The full width of $h''$ at half its maximum is $5.44\,kT_e$, or 1.97 meV at 4.2 K. This is the thermal part of the width of the peak or dip in $d^2I/dV^2$.

At $T_0=0.95$, the vibration's decay into electron-hole pairs gives it a width of about 0.6 meV. The electrons' static response would soften a bare 50 meV quantum by about 3 meV, so $\omega$ should be read as the softened value. The same response raises the vibration's mean-square amplitude, and with it the effective $\lambda^2$ and the step, by about 6%, so $\lambda$ should be read as a dressed value too. In the same junction, one thermal width from threshold, the logarithmic term measured from the scale $\omega$, $C\ln(|eV-\omega|/\omega)$, is about 10% of the step in size. In the three junctions of the table, the Hartree shift drifts by at most 0.04 meV between zero bias and threshold.

Four assumptions that may fail in a device are equal couplings, outside damping, a single level and a vibration that shifts the level's energy. The first two move the crossing as we found: to about 0.32 for an 80 to 20 split (0.31 or 0.33 at $\omega=50$ meV, depending on the polarity and on the sign of $\varepsilon$), and to 0.623 without outside damping. The last fails when a molecule moves as a whole between two symmetric contacts. By symmetry its level then does not shift to first order. For motion across the axis of a straight junction the hoppings do not change to first order either; for motion along the axis, one hopping grows as the other shrinks. In that axial case, for one level with $\omega\ll\Gamma$ and featureless leads, the two ways of emitting the quantum while crossing cancel, and the step is downward on both sides of one half. The rule derived here should not be used for such a vibration. With several levels or conduction channels, the total conductance no longer fixes one transmission, and this formula cannot be applied to it. Coulomb repulsion and higher orders in $\lambda$ are also left out, and I have no estimate of how far they would move the crossing.

**Q.** So a downward step does not mean that the inelastic path is missing.

**A.** In this model it means that the path is open and that the elastic current has lost more than the path carries.

## Computed values

```
vibration quantum: 50.0 meV
total level width Gamma: 1.00 eV
coupling lambda: 50.0 meV
temperature: 4.2 K
conductance quantum 2e^2/h: 77.481 uS
scale 4(lambda/Gamma)^2: 10.000 e-3 G0
[T=0.20] level energy: 1.0000 eV
[T=0.20] T_L, T_R: 0.2082, 0.1922 (no unit)
[T=0.20] inelastic step: 0.4002 e-3 G0
[T=0.20] elastic step: -0.1603 e-3 G0
[T=0.20] total step: 0.2400 e-3 G0
[T=0.20] total, quadrature: 0.2400 e-3 G0
[T=0.20] total step: 0.0186 uS
[T=0.20] step / bare conductance: 0.120 %
[T=0.50] level energy: 0.5000 eV
[T=0.50] T_L, T_R: 0.5256, 0.4756 (no unit)
[T=0.50] inelastic step: 2.5000 e-3 G0
[T=0.50] elastic step: -2.5031 e-3 G0
[T=0.50] total step: -0.0031 e-3 G0
[T=0.50] total, quadrature: -0.0031 e-3 G0
[T=0.50] total step: -0.0002 uS
[T=0.50] step / bare conductance: -0.001 %
[T=0.95] level energy: 0.1147 eV
[T=0.95] T_L, T_R: 0.9688, 0.9276 (no unit)
[T=0.95] inelastic step: 8.9865 e-3 G0
[T=0.95] elastic step: -17.0420 e-3 G0
[T=0.95] total step: -8.0555 e-3 G0
[T=0.95] total, quadrature: -8.0555 e-3 G0
[T=0.95] total step: -0.6241 uS
[T=0.95] step / bare conductance: -0.848 %
crossing T, symmetric bias, quadrature: 0.4994 (no unit)
crossing T, symmetric bias, formula: 0.4994 (no unit)
crossing T, level pinned, eps<0: 0.4750 (no unit)
crossing T, level pinned, eps>0: 0.5250 (no unit)
crossing T, vibration heated: 0.6230 (no unit)
T of largest rise, small omega: 0.333 (no unit)
largest drop / largest rise: 26.99 (no unit)
thermal width / kT: 5.439 (no unit)
thermal width of d2I/dV2 feature: 1.969 meV
electron-hole width at T=0.95: 0.571 meV
static softening at T=0.95: 3.121 meV
largest Hartree drift, 0 to threshold: 39.79 ueV
log term / step, one thermal width off: 9.80 %
cluster self-energy relative error: 1.7e-05 (no unit)
worst step error / inelastic step: 1.9e-07 (no unit)
```
